\section*{How much do metal plates shrink a molecule's addition gap?}

\section{Question}

A molecule sits midway between two metal plates 1 nm apart, weakly enough coupled to them that its electron number is well defined. In free space, a certain energy separates the removal of an electron from the addition of one. The plates respond to any charge on the molecule. By how much does this response change the separation, how does the change depend on the distance between the plates, and how far can a point-charge estimate be trusted?

\section{Answer}

\subsection{What has to be calculated}

Let $E(N)$ be the ground-state energy of the molecule with $N$ electrons, the nuclei being held fixed. In a junction, an electron that leaves the molecule enters the metal at its Fermi level $\mu$, and an electron that arrives comes from there. Removal costs $E(N-1)+\mu-E(N)$ and addition costs $E(N+1)-\mu-E(N)$. Their sum is the addition gap,
\begin{equation}
E_{\rm add}=E(N+1)+E(N-1)-2E(N).
\label{gap}
\end{equation}
The Fermi level has cancelled. For the free molecule the gap is the ionization energy $I=E(N-1)-E(N)$ minus the electron affinity $A=E(N)-E(N+1)$. In Coulomb blockade it sets the range of level positions over which the electron number stays fixed.

Suppose the plates shift the energy of a state with net charge $Q$ by $-wQ^2$. The quadratic form follows from linear screening, as shown below. Adding or removing an electron changes $Q$ by $\mp e$, so the gap changes by
\begin{equation}
-w\left[(Q-e)^2+(Q+e)^2-2Q^2\right]=-2we^2 .
\label{second}
\end{equation}
The terms linear in $Q$ cancel, and the result is the same for any starting charge. For a neutral molecule the reading is simple: the neutral state is not shifted, while the cation and the anion are each lowered by $we^2$. It remains to find $w$.

\subsection{The potential induced by the plates}

The plates are taken as flat, wide, perfectly screening and held at a common potential, which is set to zero. There is vacuum between them. Their separation $d$ is measured between the image planes, the effective surfaces at which the metal screens. The molecule is a point charge $Q$ at the midpoint. Let $\zeta$ be the height above the midplane, so that the plates lie at $\zeta=\pm d/2$, and let $\boldsymbol\rho$ be the lateral position. Because the system is uniform sideways, the potential is written as
\begin{equation}
\phi(\boldsymbol\rho,\zeta)=\int\!\frac{d^2k}{(2\pi)^2}\,
e^{i\mathbf k\cdot\boldsymbol\rho}f_k(\zeta),\qquad
f_k''-k^2f_k=-\frac{Q}{\varepsilon_0}\,\delta(\zeta).
\end{equation}
The solution that is even in $\zeta$ and vanishes on both plates is $f_k=C\sinh[k(d/2-|\zeta|)]$. Its slope jumps at $\zeta=0$ by $-2Ck\cosh(kd/2)$, which must equal $-Q/\varepsilon_0$. This fixes $C$, and at the midpoint
\begin{equation}
f_k(0)=\frac{Q}{2\varepsilon_0k}\tanh\frac{kd}{2}.
\end{equation}
Without plates the corresponding value is $Q/(2\varepsilon_0k)$. The difference is the potential due to the plates alone. With $d^2k=2\pi k\,dk$,
\begin{align}
\phi_{\rm ind}
&=\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{Q}{2\varepsilon_0k}
\left[\tanh\frac{kd}{2}-1\right]\nonumber\\
&=-\frac{Q}{4\pi\varepsilon_0d}\int_0^\infty
\left[1-\tanh\frac u2\right]du,\qquad u=kd .
\label{mode}
\end{align}
Since $1-\tanh(u/2)=2e^{-u}/(1+e^{-u})$, the integrand is the derivative of $-2\ln(1+e^{-u})$. The integral is therefore $2\ln2$, and
\begin{equation}
\phi_{\rm ind}=-\frac{2\ln2\;Q}{4\pi\varepsilon_0d}.
\label{phi}
\end{equation}
A numerical solution of Laplace's equation between the plates gives $-1.38629$ in units of $Q/(4\pi\varepsilon_0d)$, in agreement with $-2\ln2$.

\subsection{From potential to energy}

The induced potential is produced by the charge itself and grows in proportion to it. When a fraction $\lambda$ of the charge is in place, the induced potential is $\lambda\phi_{\rm ind}$, and bringing up a further $Q\,d\lambda$ costs $\lambda\phi_{\rm ind}Q\,d\lambda$. The energy shift is
\begin{equation}
W=Q\phi_{\rm ind}\int_0^1\lambda\,d\lambda=\frac{Q\phi_{\rm ind}}2
=-\frac{\ln2\;Q^2}{4\pi\varepsilon_0d}.
\label{W}
\end{equation}
No battery work has to be added, because charge flows to the plates at zero potential. Thus $w=\ln2/(4\pi\varepsilon_0d)$, and Eq.~(\ref{second}) gives the reduction of the gap,
\begin{equation}
\boxed{\;\Delta E_{\rm add}=2\ln2\,\frac{e^2}{4\pi\varepsilon_0d}\;}
\label{result}
\end{equation}
The factor 2 here counts two charged states. It is not the factor 2 in Eq.~(\ref{phi}), which the charging integral has removed.

\subsection{The size at 1 nm}

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, each charged state is lowered by
\begin{equation}
0.693\times\frac{1.440\ \text{eV nm}}{1.0\ \text{nm}}=0.998\ \text{eV},
\end{equation}
and the gap shrinks by twice this, 2.0 eV. As an example, take a flat aromatic molecule of the size of anthracene, with a free gap of roughly 7 eV. This value is a round input. The remaining gap is $7.0-2.0=5.0$ eV.

\subsection{Why adding up the nearest images fails}

Expanding the integrand of Eq.~(\ref{mode}) in powers of $e^{-u}$ and integrating term by term gives
\begin{equation}
2\ln2=2\left(1-\frac12+\frac13-\frac14+\cdots\right).
\label{series}
\end{equation}
After $M$ terms the remainder of the integral is smaller in magnitude than $2\int_0^\infty e^{-(M+1)u}du=2/(M+1)$, so the series does converge to the integral. Multiplied by the prefactor $-Q/(4\pi\varepsilon_0d)$ of Eq.~(\ref{mode}), the $n$th term is the potential at the molecule of a pair of image charges $(-1)^nQ$ at distances $nd$ on either side. The first pair mirrors the molecule in each plate, and the later pairs are images of images.

The convergence is slow. At $d=1$ nm the reduction obtained from one, two, three and four pairs is 2.88, 1.44, 2.40 and 1.68 eV. Keeping the nearest pair alone treats the plates as two independent mirrors and overestimates the effect by 0.9 eV. Physically, the charge drawn to one plate is itself screened by the other.

\subsection{How the effect scales}

In this model the reduction varies as $1/d$ and contains no property of the molecule or the metal. Doubling the distance to 2 nm, with the molecule kept midway, halves it to 1.0 eV. Read in the other direction, the formula would close a 7 eV gap at $d=(2.0/7.0)$ nm $\approx0.29$ nm. That is no prediction: the electron cloud of a molecule would already overlap the metal, and the model has failed before this point.

The position between the plates matters as well. Let the charge be at a distance $z=xd$ from one plate. The mode that vanishes on both plates now has the value $Q\sinh(kz)\sinh[k(d-z)]/[\varepsilon_0k\sinh(kd)]$ at the charge. Subtracting the free value $Q/(2\varepsilon_0k)$ and using $2\sinh a\sinh b=\cosh(a+b)-\cosh(a-b)$ gives
\begin{align}
\phi_{\rm ind}
&=-\frac{Q}{4\pi\varepsilon_0d}\int_0^\infty
\frac{\cosh[u(1-2x)]-e^{-u}}{\sinh u}\,du\nonumber\\
&=-\frac{Q}{8\pi\varepsilon_0d}\int_0^\infty
\frac{e^{-xt}+e^{-(1-x)t}-2e^{-t}}{1-e^{-t}}\,dt .
\end{align}
In the second line numerator and denominator were multiplied by $2e^{-u}$, and $t=2u$. The digamma function $\psi$ and Euler's constant $\gamma$ satisfy $\psi(x)+\gamma=\int_0^\infty(e^{-t}-e^{-xt})/(1-e^{-t})\,dt$. With $W=Q\phi_{\rm ind}/2$,
\begin{equation}
W(x)=-\frac{Q^2}{16\pi\varepsilon_0d}
\left[-2\gamma-\psi(x)-\psi(1-x)\right].
\label{off}
\end{equation}
At the midpoint $\psi(1/2)=-\gamma-2\ln2$, the bracket equals $4\ln2$, and Eq.~(\ref{W}) returns. The factor one half can be tested through the force. The work done against the force of the images in moving the charge from $x=0.2$ to $x=0.5$ is 0.58176 in units of $Q^2/(4\pi\varepsilon_0d)$, and Eq.~(\ref{off}) gives the same number.

Close to one plate, $\psi(x)\approx-1/x-\gamma$ and $\psi(1-x)\approx-\gamma$, so that $W\approx-Q^2/(16\pi\varepsilon_0z)$. This is the image energy of a single plate. It also answers a related question: what happens if one plate is taken away while the molecule stays $d/2$ from the other? The reduction becomes $2e^2/(16\pi\varepsilon_0\,d/2)=e^2/(4\pi\varepsilon_0d)$, or 1.44 eV here. The second plate therefore adds about 0.6 eV, less than the first provides.

Near the midpoint, put $x=1/2+\delta$. The linear terms cancel by symmetry, and with $\psi''(1/2)=-16.8$ the bracket grows from $4\ln2$ to $4\ln2+16.8\,\delta^2$. A displacement of 0.1 nm at $d=1$ nm raises the reduction to 2.12 eV, a change of 6\%. The estimate is thus forgiving about small errors in centring. It is not forgiving about large ones, since the shift grows ever faster as the molecule approaches a plate.

\subsection{A molecule is not a point}

Consider first a spherical shell of charge centred at the midpoint, with a radius less than $d/2$. Its images are shells of charge $\pm Q$ centred at distances $nd$. Outside themselves they act as point charges. Their potential is harmonic throughout the original sphere, so its average over the shell equals its value at the centre. The energy is then the same as for a point charge. Any spherical cloud that does not reach the plates is made of such shells, and the same two arguments apply to each pair of them. Size alone does not spoil the estimate.

Spreading the charge parallel to the plates does. At lateral distance $\rho$ in the midplane, the integrand of Eq.~(\ref{mode}) acquires a factor $J_0(u\rho/d)$, the angular average of $e^{i\mathbf k\cdot\boldsymbol\rho}$. Its magnitude never exceeds one, so the induced potential is weaker there than at $\rho=0$. For charge spread evenly over $M$ sites,
\begin{equation}
\Delta E_{\rm add}=\frac{e^2}{4\pi\varepsilon_0d}\,\frac1{M^2}
\sum_{i,j=1}^{M}\int_0^\infty\left[1-\tanh\frac u2\right]
J_0\!\left(\frac{u\rho_{ij}}d\right)du ,
\end{equation}
where $\rho_{ij}$ is the distance between two sites and the terms $i=j$ are included. With the 14 carbon sites of flat anthracene, a bond length of 0.14 nm and the same even distribution for added and removed charge, the reduction is 1.85 eV. The point charge overestimates this value by about 8\%. This holds for the molecule lying parallel to the plates. Charge spread toward the plates acts in the opposite direction. The same even distribution gives 1.92 eV with the short axis of the molecule normal to the plates and 2.38 eV with the long axis normal, although in the last case the end atoms come so close to the metal that weak coupling is doubtful.

The molecule can also polarize in the induced field. For a point charge at the midpoint that field vanishes by symmetry, so it induces no dipole there. The field gradient remains, and its effect on the orbitals is left out.

\subsection{What ``1 nm apart'' means}

The largest correction found here comes from the definition of the distance. If 1 nm is measured between the outermost atomic planes, and each image plane lies roughly 0.1 nm in front of its atoms, the distance to use is 0.8 nm. The reduction is then 2.50 eV, half an electronvolt more. The result is sensitive to this input: with image planes 0.15 nm in front of the atoms it would be 2.85 eV. A quoted value for a real junction therefore needs a statement of which distance is meant.

The plates must also be wide. By symmetry each carries a screening charge $-Q/2$. The part of this charge lying more than 1 nm to the side supplies 7\% of the induced potential at the molecule. This share is not the error made for narrow electrodes, because on a smaller electrode the charge rearranges and makes up for most of the missing part. For two thin, grounded discs of 1 nm radius, 1 nm apart, the induced potential at the midpoint is only 0.3\% weaker than for infinite plates. At a radius of 0.5 nm the loss is 7\%.

\subsection{Is the screening fast enough, and is there a blockade?}

Equation~(\ref{W}) assumes that the metal has screened the charge before the electron moves on. A crude estimate takes a barrier of 5 eV, for which a wave function decays with $\kappa=\sqrt{2m\times5\ \text{eV}}/\hbar=11.5$ nm$^{-1}$, a vacuum path of 0.3 nm to each plate and an attempt energy of 5 eV. The tunnelling width of the level is
\begin{equation}
\Gamma\approx2\times5\ \text{eV}\times e^{-2\times11.5\times0.3}
\approx10\ \text{meV}.
\end{equation}
The dwell time $\hbar/\Gamma$ is then some tens of femtoseconds. A metal that responds at energies near 5 eV needs about $\hbar/(5\ \text{eV})=0.13$ fs, so static images are justified for these numbers. Both this $\Gamma$ and the thermal energy at 300 K, 26 meV, are far below the remaining gap.

The estimate is optimistic, however. The width depends exponentially on the path and the barrier, and the images themselves lower the barrier, which can raise $\Gamma$ by more than a factor of ten. An empty level that lies above the Fermi level sees a lower barrier still. With both effects, a bare vacuum path of 0.3 nm may give a width that is a sizeable part of the gap, and a dwell time close to the response time of the metal. The charge states are then no longer well defined. Weak coupling is therefore an assumption of this model, to be checked for each junction, and a spacing of 1 nm does not guarantee it.

The gap should not be read as a bias range that can be swept. If the molecular levels lie symmetrically about the Fermi level and the voltage drops equally on both sides, each level is 2.5 eV away and each plate shifts by half the bias. Spanning the gap takes 5.0 V, which means a field of 5 V/nm, or 50 MV/cm. Whether the contacts and the molecule would withstand such a field is outside this model. The symmetric case is also special: it needs a work function equal to $(I+A)/2$, about 4 eV for anthracene with $I\approx7.4$ eV and $A\approx0.5$ eV. With a work function near 5.2 eV, as for gold, the filled level lies only about 1.2 eV below the Fermi level, and the blockade ends at a bias of about 2.5 V.

\subsection{Beside a real junction}

The molecular inputs resemble anthracene, but the geometry is idealized. A flat aromatic molecule resting on a metal lies roughly 0.3 nm from the surface atoms, closer than the half-distance assumed here. Holding it midway in a 1 nm gap would require spacers or linking groups. These polarize, which changes both the reference gap and the image energy, and neither change is included. Linking groups that bond strongly to the metal can also broaden the levels until integer charge states lose their meaning, and Eq.~(\ref{gap}) then no longer describes the transport. For a weakly coupled molecule in vacuum, the corrections evaluated above, taken one at a time, give reductions from 1.85 to 2.50 eV, or up to 2.85 eV if the image planes lie 0.15 nm in front of the atoms. These are not strict bounds. Charge that also spreads onto the outer hydrogen atoms of a flat-lying molecule lowers the reduction further, charge spread toward the plates raises it, and corrections of opposite sign partly cancel when they act together. The point-charge value of 2.0 eV is a first estimate for image planes 1 nm apart, and its second digit should not be relied on. If the 1 nm is measured between atoms, the distance has to be corrected first. The inputs and main values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (reduced units)
induced potential, centre, Laplace solver: -1.38629
induced potential, centre, -2 ln 2: -1.38629
induced potential, x=0.3, Laplace solver: -1.7841
induced potential, x=0.3, closed form: -1.7841
induced potential, rho=0.25, Laplace solver: -1.3327
induced potential, rho=0.25, images: -1.3327
mode integral: 1.386294
work from x=0.2 to 0.5, image force: 0.58176
work from x=0.2 to 0.5, closed form: 0.58176
induced potential, spherical shell: -1.38631
induced charge on one plate, magnitude: 0.50000
INPUTS (rough round values)
plate distance: 1.0 nm
free addition gap: 7.0 eV
temperature: 300 K
carbon bond length: 0.14 nm
image-plane shift per plate: 0.1 nm
displacement from the middle: 0.1 nm
tunnel barrier: 5.0 eV
vacuum path to each plate: 0.3 nm
attempt energy: 5.0 eV
metal response energy: 5.0 eV
MAIN RESULT
e^2/(4 pi eps0): 1.4400 eV nm
e^2/(4 pi eps0 d): 1.440 eV
reduction from 1 image pair(s): 2.88 eV
reduction from 2 image pair(s): 1.44 eV
reduction from 3 image pair(s): 2.40 eV
reduction from 4 image pair(s): 1.68 eV
lowering of each charged state: 0.998 eV
reduction of addition gap: 1.996 eV
remaining addition gap: 5.00 eV
NEGLECTED EFFECTS
reduction, charge spread over carbon sites: 1.85 eV
image-plane distance if 1 nm is atomic: 0.8 nm
reduction at that distance: 2.50 eV
reduction when displaced: 2.12 eV
potential share from charge beyond 1 nm sideways: 7.0 %
thermal energy: 25.9 meV
tunnel decay constant: 11.5 1/nm
tunnelling width, crude: 10 meV
dwell time: 64 fs
metal response time: 0.13 fs
bias spanning the remaining gap: 5.0 V
field at that bias: 50 MV/cm
\end{verbatim}
